# Coherent Islands Relax Misfit Strain Without Dislocations: a numerical check

```python
"""Coherent (dislocation-free) islands relax misfit energy.

Result under test: a long ridge of triangular section (half-width a, side
slope s) on a thick substrate with equal elastic constants releases the
fraction R = (4 ln2/pi)(1+nu) s of its flat-film elastic energy for small s,
through its free sidewalls and the deformation of the substrate.
Symbols: E Young modulus, nu Poisson ratio, eps misfit, sigma0 = E eps/(1-nu)
film stress, w0 = E eps^2/(1-nu) film energy density, gamma surface energy,
b Burgers vector. Finite elements use the units a = 1 and E = 1.
Displacements are measured from the flat-film state; plane strain.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

nu = 0.25


def quads_of(ids):
    return np.stack([ids[:-1, :-1], ids[1:, :-1], ids[1:, 1:], ids[:-1, 1:]],
                    axis=-1).reshape(-1, 4)


def make_ridge(slope, cells=50, layers=10, growth=1.2, reach=25.0):
    """Mesh of ridge and substrate; they share the interface nodes."""
    gaps = []
    while sum(gaps) < reach:
        gaps.append(growth ** len(gaps) / cells)
    far = np.cumsum(gaps)
    base = np.linspace(-1, 1, 2 * cells + 1)
    x = np.concatenate([-1 - far[::-1], base, 1 + far])
    z = np.concatenate([-far[::-1], [0.0]])
    ids = np.arange(len(x) * len(z)).reshape(len(x), len(z))
    xx, zz = np.meshgrid(x, z, indexing="ij")
    sub_nodes = np.stack([xx.ravel(), zz.ravel()], axis=1)
    foot = ids[len(far):len(far) + len(base), -1]
    top = np.repeat(foot[:, None], layers + 1, axis=1)
    n_new = (len(base) - 2) * layers
    top[1:-1, 1:] = len(sub_nodes) + np.arange(n_new).reshape(-1, layers)
    height = slope * (1 - np.abs(base[1:-1]))
    levels = np.arange(1, layers + 1) / layers
    new = np.stack([np.repeat(base[1:-1], layers),
                    np.outer(height, levels).ravel()], axis=1)
    nodes = np.vstack([sub_nodes, new])
    sub_quads, isl_quads = quads_of(ids), quads_of(top)
    quads = np.vstack([sub_quads, isl_quads])
    island = np.arange(len(quads)) >= len(sub_quads)
    fixed = np.zeros((len(nodes), 2), dtype=bool)
    for far_nodes in (ids[0], ids[-1], ids[:, 0]):
        fixed[far_nodes] = True
    return dict(nodes=nodes, quads=quads, island=island, fixed=fixed,
                n_sub=len(sub_nodes), wall=top[:, -1], slope=slope,
                centre=nodes[quads].mean(axis=1))


def relax(mesh, prestress, eigen=None, modulus=None, shear=1.0, fixed=None):
    """Minimum energy change and strain energy of u in each element.
    prestress: initial sigma_xx; eigen: stress-free strain e_xx."""
    nodes, quads = mesh["nodes"], mesh["quads"]
    ne = len(quads)
    eigen = np.zeros(ne) if eigen is None else eigen
    modulus = np.ones(ne) if modulus is None else modulus
    fixed = mesh["fixed"] if fixed is None else fixed
    c = 1 / ((1 + nu) * (1 - 2 * nu))
    D = np.array([[c * (1 - nu), c * nu, 0], [c * nu, c * (1 - nu), 0],
                  [0, 0, shear / (2 * (1 + nu))]])
    ke, fe, const = np.zeros((ne, 8, 8)), np.zeros((ne, 8)), 0.0
    corner = np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    for p, q in corner / np.sqrt(3):
        dN = np.stack([corner[:, 0] * (1 + q * corner[:, 1]),
                       corner[:, 1] * (1 + p * corner[:, 0])], axis=1) / 4
        J = np.einsum("ai,eaj->eij", dN, nodes[quads])
        det = np.linalg.det(J)
        assert det.min() > 0
        g = np.einsum("eji,ai->eja", np.linalg.inv(J), dN)
        B = np.zeros((ne, 3, 8))
        B[:, 0, 0::2], B[:, 1, 1::2] = g[:, 0], g[:, 1]
        B[:, 2, 0::2], B[:, 2, 1::2] = g[:, 1], g[:, 0]
        DB = np.matmul(D, B)
        ke += (det * modulus)[:, None, None] * np.matmul(
            B.transpose(0, 2, 1), DB)
        fe += (det * modulus * eigen)[:, None] * DB[:, 0]
        fe -= (det * prestress)[:, None] * B[:, 0]
        const += np.sum(det * (-prestress * eigen
                               + 0.5 * modulus * D[0, 0] * eigen ** 2))
    dof = np.stack([2 * quads, 2 * quads + 1], axis=-1).reshape(ne, 8)
    size = 2 * len(nodes)
    K = coo_matrix((ke.ravel(), (np.repeat(dof, 8, axis=1).ravel(),
                                 np.tile(dof, (1, 8)).ravel())),
                   shape=(size, size)).tocsr()
    load = np.bincount(dof.ravel(), weights=fe.ravel(), minlength=size)
    free = np.flatnonzero(~fixed.ravel())
    u = np.zeros(size)
    u[free] = spsolve(K[free][:, free].tocsc(), load[free],
                      permc_spec="MMD_AT_PLUS_A")
    ue = u[dof]
    stored = 0.5 * np.einsum("ei,eij,ej->e", ue, ke, ue)
    return const - 0.5 * load @ u, stored


def fraction(mesh, film=1.0, **kw):
    """Released fraction of the flat-film energy of the ridge."""
    pre = np.where(mesh["island"], -film / (1 - nu), 0.0)
    mod = np.where(mesh["island"], film, 1.0)
    energy, _ = relax(mesh, pre, modulus=mod, **kw)
    return -energy * (1 - nu) / (film * mesh["slope"])


# Flat-film stress and energy, and the ridge bound, from Hooke's law in 3D
S3 = (1 + nu) * np.eye(3) - nu * np.ones((3, 3))
C3 = np.linalg.inv(S3)
e_zz = -(C3[2, 0] + C3[2, 1]) * (-1.0) / C3[2, 2]
strain = np.array([-1.0, -1.0, e_zz])
w_flat = 0.5 * strain @ C3 @ strain
assert abs((C3 @ strain)[0] + 1 / (1 - nu)) < 1e-12
assert abs(w_flat - 1 / (1 - nu)) < 1e-12
free_xz = np.linalg.solve(C3[np.ix_([0, 2], [0, 2])], C3[[0, 2], 1])
strain = np.array([free_xz[0], -1.0, free_xz[1]])
bound = (1 + nu) / 2
assert abs(1 - 0.5 * strain @ C3 @ strain / w_flat - bound) < 1e-12

# Half-space response: stored energy must equal half the work of the load
X, Z = sp.symbols("x z", real=True)
k, t, n, Y = sp.symbols("k t n Y", positive=True)
phi = -t / k * Z * sp.exp(k * Z) * sp.sin(k * X)
lap = sp.diff(phi, X, 2) + sp.diff(phi, Z, 2)
assert sp.simplify(sp.diff(lap, X, 2) + sp.diff(lap, Z, 2)) == 0
sxx, szz, sxz = sp.diff(phi, Z, 2), sp.diff(phi, X, 2), -sp.diff(phi, X, Z)
assert sp.simplify(szz.subs(Z, 0)) == 0
assert sp.simplify(sxz.subs(Z, 0) - t * sp.cos(k * X)) == 0
dens = (1 + n) / (2 * Y) * (sxx**2 + szz**2 - n * (sxx + szz)**2 + 2 * sxz**2)
mean = sp.integrate(sp.expand(dens), (X, 0, 2 * sp.pi / k)) * k / (2 * sp.pi)
stored_sym = sp.integrate(sp.expand(sp.simplify(mean)), (Z, -sp.oo, 0))
amplitude = 2 * (1 - n**2) * t / (Y * k)
assert sp.simplify(stored_sym - t * amplitude / 4) == 0

# Integral for the triangular ridge; the tail beyond T averages to 0.75/T^2
T, integral = 400.0, 0.0
for lo in np.arange(0.0, T, 10.0):
    integral += quad(lambda v: 4 * np.sin(v / 2)**4 / v**3, lo, lo + 10)[0]
integral += 0.75 / T**2
assert abs(integral - np.log(2)) < 1e-5


def shallow(s):
    return 4 * np.log(2) / np.pi * (1 + nu) * s


# Small-slope law: remove the part of the error linear in slope
r1, r2 = [fraction(make_ridge(s)) / shallow(s) for s in (0.04, 0.02)]
shallow_limit = 2 * r2 - r1
assert abs(shallow_limit - 1) < 0.02  # mesh and finite-domain error


def rigid_fraction(mesh):
    hold = mesh["fixed"].copy()
    hold[:mesh["n_sub"]] = True
    return fraction(mesh, fixed=hold)


q1, q2 = [rigid_fraction(make_ridge(s, cells=100))
          / (s**2 * (1 + nu) / (1 - nu)) for s in (0.06, 0.03)]
rigid_limit = 2 * q2 - q1
assert abs(rigid_limit - 1) < 0.03  # mesh and second-order slope error

# Steeper ridges release more, but never more than the bound
slopes = [0.1, 0.2, 0.5, 1.0, 2.0]
table = [fraction(make_ridge(s, layers=max(10, int(25 * s)))) for s in slopes]
assert np.all(np.diff(table) > 0) and table[0] > 0 and table[-1] < bound

# Example ridge: causes of the relaxation
s = 0.2
ridge = make_ridge(s)
R = fraction(ridge)
R_fine = fraction(make_ridge(s, cells=80, layers=16, growth=1.15))
assert abs(R_fine / R - 1) < 0.015
R_rigid = rigid_fraction(ridge)
assert 0 < R_rigid < R
clamp = ridge["fixed"].copy()
clamp[ridge["wall"], 0] = True
R_clamped = fraction(ridge, fixed=clamp)
assert abs(R_clamped) < 1e-10
layer = (~ridge["island"]) & (ridge["centre"][:, 1] > -0.1)
unit_stress = -1 / (1 - nu)
E_flat, _ = relax(ridge, np.where(layer, unit_stress, 0.0))
assert abs(E_flat) < 1e-10
E_bare, parts = relax(ridge, np.where(ridge["island"], unit_stress, 0.0))
E_wet, _ = relax(ridge, np.where(ridge["island"] | layer, unit_stress, 0.0))
assert abs(E_wet / E_bare - 1) < 1e-8
sub_share = parts[~ridge["island"]].sum() / parts.sum()

# Worked example in nm and eV
E_GPa, eps, gamma, a, b = 130.0, 0.04, 6.0, 5.0, 0.4
GPa = 1e9 * 1e-27 / constants.e  # eV/nm^3 per GPa
sigma0 = E_GPa * eps / (1 - nu)
w0 = E_GPa * GPa * eps**2 / (1 - nu)
Gamma = gamma * (np.sqrt(1 + s**2) - 1)
a_star = Gamma / (R * w0 * s)
U_star = Gamma**2 / (R * w0 * s)
cost, gain = 2 * Gamma * a, R * w0 * s * a**2
trial = np.linspace(0, 4 * a_star, 40001)
curve = 2 * Gamma * trial - R * w0 * s * trial**2
assert abs(trial[curve.argmax()] - a_star) < 1e-3 * a_star
assert abs(curve.max() / U_star - 1) < 1e-6
assert cost - gain < 0

# Neglected effects
R_soft = fraction(ridge, film=0.8)
R_cubic = fraction(ridge, shear=1.6)
Gamma_up = gamma * (1.01 * np.sqrt(1 + s**2) - 1)
even_up = 2 * Gamma_up / (R * w0 * s)
even_mix = 2 * a_star * (eps / 0.03)**2
kT = constants.k * 800 / constants.e


def edge_self(mesh, b_rel):
    """Edge dislocation at the base centre, core spread over its own b."""
    strip = mesh["island"] & (np.abs(mesh["centre"][:, 0]) < b_rel / 2)
    removed = np.where(strip, -1.0, 0.0)
    energy, _ = relax(mesh, np.zeros(len(strip)), eigen=removed)
    return energy, removed


self_1, removed = edge_self(ridge, b / a)
self_2, _ = edge_self(make_ridge(s, cells=100, layers=20), b / (2 * a))
log_factor = 1 / (8 * np.pi * (1 - nu**2))
log_ratio = ((self_2 * (2 * a / b)**2 - self_1 * (a / b)**2)
             / (log_factor * np.log(2)))
assert abs(log_ratio - 1) < 0.08  # core width is not tiny against height
pre = np.where(ridge["island"], eps * unit_stress, 0.0)
E_coh, _ = relax(ridge, pre)
E_dis, _ = relax(ridge, pre, eigen=removed)
scale = E_GPa * GPa * a**2
d_self, d_total = self_1 * scale, (E_dis - E_coh) * scale
d_work = d_self - d_total
lam = np.linspace(0.2, 20, 200001)
d_size = (d_self + log_factor * E_GPa * GPa * b**2 * np.log(lam)
          - lam * d_work)
positive = lam[d_size > 0]
a_dis = a * positive.max() if len(positive) else float("nan")

print("INPUTS (round model values)")
print(f"Young modulus E = {E_GPa:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"misfit = {eps:.2f}, surface energy = {gamma:.1f} eV/nm^2")
print(f"slope = {s:.1f}, half-width = {a:.1f} nm, height = {s*a:.1f} nm")
print("TESTS")
print(f"integral = {integral:.5f}, ln 2 = {np.log(2):.5f}")
print(f"computed/shallow law, slopes 0.04, 0.02: {r1:.4f}, {r2:.4f}")
print(f"  extrapolated to zero slope: {shallow_limit:.4f}")
print(f"computed/rigid law, slopes 0.06, 0.03: {q1:.4f}, {q2:.4f}")
print(f"  extrapolated to zero slope: {rigid_limit:.4f}")
print(f"released fraction, sidewalls clamped: {abs(R_clamped):.1e}")
print(f"flat film, energy change (E=a=misfit=1): {abs(E_flat):.1e}")
print(f"ridge with/without wetting layer, ratio: {E_wet/E_bare:.6f}")
print("RELEASED FRACTION: slope, computed, shallow law")
for sl, val in zip(slopes, table):
    print(f"  {sl:.1f}  {val:.3f}  {shallow(sl):.3f}")
print(f"upper bound (1+nu)/2 = {bound:.3f}")
print("EXAMPLE RIDGE")
print(f"released fraction R = {R:.4f} (finer mesh {R_fine:.4f})")
print(f"R on rigid substrate = {R_rigid:.4f}")
print(f"substrate share of relaxation strain energy = {sub_share:.3f}")
print(f"film stress sigma0 = {sigma0:.2f} GPa")
print(f"film energy density w0 = {w0:.3f} eV/nm^3")
print(f"flat-film elastic energy w0*s*a^2 = {w0*s*a**2:.3f} eV/nm")
print(f"surface cost per base area Gamma = {Gamma:.4f} eV/nm^2")
print(f"surface cost = {cost:.3f} eV/nm, elastic gain = {gain:.3f} eV/nm")
print(f"net energy of coherent ridge = {cost-gain:.3f} eV/nm")
print(f"barrier: half-width {a_star:.2f} nm, energy {U_star:.3f} eV/nm")
print(f"break-even half-width = {2*a_star:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"R with film 20 % softer = {R_soft:.4f}")
print(f"R with shear stiffness x 1.6 (cubic) = {R_cubic:.4f}")
print(f"break-even half-width, facet energy +1 % = {even_up:.2f} nm")
print(f"break-even half-width, misfit 0.03 = {even_mix:.2f} nm")
print(f"thermal energy at 800 K = {kT:.3f} eV")
print(f"edge dislocation, b = core width = {b:.1f} nm:")
print(f"  self-energy = {d_self:.2f} eV/nm, misfit work = {d_work:.2f} eV/nm")
print(f"  energy change on insertion = {d_total:.2f} eV/nm")
print(f"  half-width above which it pays = {a_dis:.1f} nm")
print(f"  self-energy growth/log law on doubling = {log_ratio:.3f}")
print("tests ok")
```

Printed output:

```
INPUTS (round model values)
Young modulus E = 130 GPa, Poisson ratio = 0.25
misfit = 0.04, surface energy = 6.0 eV/nm^2
slope = 0.2, half-width = 5.0 nm, height = 1.0 nm
TESTS
integral = 0.69315, ln 2 = 0.69315
computed/shallow law, slopes 0.04, 0.02: 0.9614, 0.9785
  extrapolated to zero slope: 0.9956
computed/rigid law, slopes 0.06, 0.03: 0.9002, 0.9484
  extrapolated to zero slope: 0.9966
released fraction, sidewalls clamped: 9.3e-32
flat film, energy change (E=a=misfit=1): 9.3e-32
ridge with/without wetting layer, ratio: 1.000000
RELEASED FRACTION: slope, computed, shallow law
  0.1  0.100  0.110
  0.2  0.183  0.221
  0.5  0.348  0.552
  1.0  0.469  1.103
  2.0  0.543  2.206
upper bound (1+nu)/2 = 0.625
EXAMPLE RIDGE
released fraction R = 0.1833 (finer mesh 0.1835)
R on rigid substrate = 0.0470
substrate share of relaxation strain energy = 0.536
film stress sigma0 = 6.93 GPa
film energy density w0 = 1.731 eV/nm^3
flat-film elastic energy w0*s*a^2 = 8.655 eV/nm
surface cost per base area Gamma = 0.1188 eV/nm^2
surface cost = 1.188 eV/nm, elastic gain = 1.586 eV/nm
net energy of coherent ridge = -0.398 eV/nm
barrier: half-width 1.87 nm, energy 0.223 eV/nm
break-even half-width = 3.75 nm
NEGLECTED EFFECTS
R with film 20 % softer = 0.1625
R with shear stiffness x 1.6 (cubic) = 0.1630
break-even half-width, facet energy +1 % = 5.67 nm
break-even half-width, misfit 0.03 = 6.66 nm
thermal energy at 800 K = 0.069 eV
edge dislocation, b = core width = 0.4 nm:
  self-energy = 18.69 eV/nm, misfit work = 9.02 eV/nm
  energy change on insertion = 9.67 eV/nm
  half-width above which it pays = 13.4 nm
  self-energy growth/log law on doubling = 0.994
tests ok
```
